\section*{Zero-point increase of the H2 polarizability: anharmonic and curvature parts}

\section*{Problem}

The electrons of H$_2$ respond to a static electric field with a polarizability that depends on the bond length $R$. Let $a_\parallel(R)$ and $a_\perp(R)$ be its components along and across the bond with the nuclei clamped, and let
\begin{equation}
a(R)=\tfrac13\left[a_\parallel(R)+2a_\perp(R)\right]
\end{equation}
be its mean. By how much does zero-point motion in the state $v=0$, $J=0$ change the mean polarizability from its value at the equilibrium length $R_e$? How much of the change comes from the anharmonicity of the potential, and how much from the curvature of $a(R)$?

Atomic units are used: lengths in $a_0$, energies in $E_h$, polarizabilities in $e^2a_0^2/E_h$, written a.u. Let $V(R)$ be the Born--Oppenheimer energy, $\mu$ the reduced mass of the nuclei and $x=R-R_e$. Primes denote derivatives with respect to $R$, and $a'$, $a''$ and so on without an argument are taken at $R_e$. Define
\begin{equation}
k=V''(R_e),\qquad g=V'''(R_e),\qquad \omega=\sqrt{k/\mu}.
\end{equation}
A full configuration-interaction calculation, in the aug-cc-pVTZ basis with one more diffuse $p$ shell on each atom, gives
\begin{align}
R_e&=1.4040, & \mu&=918.076, & k&=0.36933, & g&=-1.28042,\\
a(R_e)&=5.2179, & a'&=4.3635, & a''&=1.6602. &&
\end{align}
The curves interpolate calculations at 14 bond lengths. The digits quoted here and below are those of the interpolated curves, kept so that the arithmetic can be followed; fresh calculations near $R_e$ confirm $k$ and $a'$ to within $1\%$, $g$ to within $2\%$ and $a''$ to within $0.03$, while $a''''$ depends on the interpolation (values between $-3.2$ and $-3.7$ occur), which moves the quartic term below by less than $0.0001$ a.u.

\section*{A tempting solution}

Near its minimum the potential is $V(R_e)+\tfrac12kx^2$. The harmonic ground state is $u_0\propto e^{-\mu\omega x^2/2}$. Indeed $u_0''=(\mu^2\omega^2x^2-\mu\omega)u_0$, so that, with $k=\mu\omega^2$,
\begin{equation}
-\frac{u_0''}{2\mu}+\frac12kx^2u_0=\frac{\omega}{2}u_0 .
\end{equation}
The density $u_0^2\propto e^{-\mu\omega x^2}$ is a Gaussian centred at $x=0$, with variance
\begin{equation}
\langle x^2\rangle_0=\frac{1}{2\mu\omega}.
\label{eq:variance}
\end{equation}
Expand the polarizability to second order and average. The linear term drops out by symmetry, leaving
\begin{equation}
\langle a\rangle-a(R_e)\overset{?}{=}\frac12a''\langle x^2\rangle_0=\frac{a''}{4\mu\omega}.
\end{equation}
Here $\omega=\sqrt{0.36933/918.076}=0.020057$ and $\langle x^2\rangle_0=0.02715$, so the change would be $\tfrac12(1.6602)(0.02715)=0.0225$ a.u. On this account anharmonicity merely corrects a small number. The argument seems safe: at the typical displacement $x=\sqrt{0.02715}=0.165$, the cubic term of the potential is smaller than the quadratic one by the factor
\begin{equation}
\left|\frac{gx^3/6}{kx^2/2}\right|=\frac{|g|x}{3k}=0.19 .
\end{equation}

\section*{Where it fails}

The cubic term is small compared with the quadratic term of $V$, but that is the wrong comparison. Its effect on $\langle a\rangle$ enters through $a'\langle x\rangle$, and the harmonic value of $\langle x\rangle$ is zero. There is no larger linear contribution beside which the shift could be neglected.

Counting orders makes this precise. Let $\varepsilon=\sqrt{\langle x^2\rangle_0}$, which scales as $\mu^{-1/4}$. The relative strength of the cubic term is of order $\varepsilon$, so it shifts the centre of the density by a fraction of order $\varepsilon$ of the width $\varepsilon$. Hence $\langle x\rangle$ is of order $\varepsilon^2$, the same order as $\langle x^2\rangle$. The tempting solution keeps one of two terms of equal order.

\section*{Solution}

\subsection*{What must be averaged}

In a field $F$ along $z$ the electronic Hamiltonian gains $-Fd_z$, with $d_z$ the electronic dipole operator. For a field along a principal axis $i$, second-order perturbation theory gives the energy change
\begin{equation}
-F^2\sum_{n\neq0}\frac{|\langle n|d_i|0\rangle|^2}{E_n-E_0}=-\frac12F^2a_{ii},
\qquad
a_{ii}=2\sum_{n\neq0}\frac{|\langle n|d_i|0\rangle|^2}{E_n-E_0}.
\end{equation}
There is no term linear in $F$, because inversion symmetry makes the dipole moment of H$_2$ vanish at every $R$. With the bond at angle $\theta$ to the field, the nuclei therefore move on the surface
\begin{equation}
V(R)-\tfrac12F^2\left[a_\parallel(R)\cos^2\theta+a_\perp(R)\sin^2\theta\right].
\end{equation}
To order $F^2$, the energy of a nuclear state changes by the average of the second term over the unperturbed state; mixing of nuclear states by this term starts at order $F^4$. For $J=0$ all directions are equally likely, so $\langle\cos^2\theta\rangle=\tfrac13$ and $\langle\sin^2\theta\rangle=\tfrac23$. The bracket then averages to $\langle a(R)\rangle$.

This holds within the Born--Oppenheimer approximation. A molecule with a permanent dipole would have a surface linear in $F$, and mixing of its nuclear states would add a further contribution of order $F^2$.

\subsection*{The mean displacement}

For $J=0$ the radial function $u(R)$, normalized by $\int u^2\,dR=1$, obeys
\begin{equation}
-\frac{1}{2\mu}u''+(V-E)u=0 .
\label{eq:radial}
\end{equation}
Multiply by $u'$ and use $u'u''=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$. Integrating the second product by parts gives
\begin{equation}
-\frac{1}{4\mu}\Big[u'^2\Big]+\frac12\Big[(V-E)u^2\Big]-\frac12\int V'u^2\,dR=0,
\end{equation}
where square brackets denote differences between the ends of the range. For $v=0$ the function and its slope are negligible there, so the mean force vanishes:
\begin{equation}
\langle V'\rangle=0 .
\label{eq:force}
\end{equation}
Insert $V'=kx+\tfrac12gx^2+\tfrac16V''''x^3+\dots$, with derivatives at $R_e$:
\begin{equation}
k\langle x\rangle+\frac g2\langle x^2\rangle+\frac16V''''\langle x^3\rangle+\dots=0 .
\label{eq:balance}
\end{equation}
The third moment vanishes in the harmonic state, and the cubic potential makes it nonzero at order $\varepsilon\cdot\varepsilon^3=\varepsilon^4$. The correction to $\langle x^2\rangle_0$ is also of order $\varepsilon^4$, since a single action of the odd cubic term cannot change an even moment. At order $\varepsilon^2$, Eqs.~\eqref{eq:balance} and \eqref{eq:variance} therefore give
\begin{equation}
\langle x\rangle\simeq-\frac{g}{2k}\langle x^2\rangle_0=-\frac{g}{4\mu\omega k}.
\label{eq:shift}
\end{equation}
Since $g<0$, the potential is softer on the stretched side. The density must shift outwards for the mean force to vanish.

\subsection*{The two parts at leading order}

Averaging the Taylor series of $a(R)$ gives
\begin{equation}
\langle a\rangle-a(R_e)=
\underbrace{a'\langle x\rangle}_{\text{anharmonic}}
+\underbrace{\tfrac12a''\langle x^2\rangle}_{\text{curvature}}
+\tfrac16a'''\langle x^3\rangle+\tfrac1{24}a''''\langle x^4\rangle+\dots
\label{eq:split}
\end{equation}
The last two written terms are of order $\varepsilon^4$. With Eqs.~\eqref{eq:variance} and \eqref{eq:shift}, the leading-order result is
\begin{equation}
\langle a\rangle-a(R_e)\simeq\frac{1}{4\mu\omega}\left(a''-\frac{a'g}{k}\right).
\label{eq:leading}
\end{equation}
For H$_2$,
\begin{align}
\langle x\rangle&\simeq\frac{1.28042}{2(0.36933)}(0.02715)=0.0471,\\
a'\langle x\rangle&\simeq4.3635(0.0471)=0.205,\\
\tfrac12a''\langle x^2\rangle_0&=0.0225 .
\end{align}
The sum is $0.228$ a.u., about ten times the tempting answer. The term that was discarded is the main one.

\subsection*{The full average}

Solving Eq.~\eqref{eq:radial} numerically on the computed potential gives
\begin{equation}
\langle x\rangle=0.04769,\quad
\langle x^2\rangle=0.03052,\quad
\langle x^3\rangle=0.00505,\quad
\langle x^4\rangle=0.00300,
\end{equation}
in the corresponding powers of $a_0$. With $a'''=-2.226$ and $a''''=-3.194$, the terms of Eq.~\eqref{eq:split} are
\begin{align}
a'\langle x\rangle&=4.3635(0.04769)=0.2081,\\
\tfrac12a''\langle x^2\rangle&=\tfrac12(1.6602)(0.03052)=0.0253,\\
\tfrac16a'''\langle x^3\rangle&=-0.0019,\\
\tfrac1{24}a''''\langle x^4\rangle&=-0.0004 .
\end{align}
They add up to $0.2311$. Averaging the whole curve, without a Taylor expansion, gives $0.2312$ a.u. Thus
\begin{equation}
a(R_e)=5.218\ \text{a.u.}\quad\longrightarrow\quad\langle a\rangle=5.449\ \text{a.u.},
\end{equation}
or from $0.7732$ to $0.8075$ \AA$^3$, an increase of $4.4\%$ relative to the equilibrium value. The anharmonic part is $90\%$ of the rise and the curvature part $11\%$; the remainder is about $-1\%$.

Rough reference values for the two polarizabilities are about $5.2$ and $5.4$ a.u., consistent with the computed ones to two figures. The absolute values are not converged in the basis beyond this: at $R=1.41\,a_0$, aug-cc-pVQZ with the same kind of added diffuse $p$ shell lowers $a_\parallel$ by $0.013$, $a_\perp$ by $0.017$ and the mean by $0.016$ a.u., and the computed $R_e$ is about $0.003\,a_0$ longer than the accurate $1.401\,a_0$. The rise and its division into parts are those of the triple-zeta curves; their dependence on the basis is not tested here. The equilibrium value is sensitive to the length at which it is evaluated: the same curve gives $5.200$ a.u. at $R=1.4\,a_0$.

The components do not grow equally. Averaged over $v=0$, $a_\parallel$ rises from $6.434$ to $6.811$ a.u. and $a_\perp$ from $4.610$ to $4.768$ a.u. Zero-point motion therefore also increases the anisotropy $a_\parallel-a_\perp$ of the molecule.

\section*{How far the separation can be trusted}

With $x=R-R_e$ as the expansion variable, the natural one because the kinetic energy in Eq.~\eqref{eq:radial} has a constant mass in $R$, the two parts are distinct at leading order: one is proportional to $g$, the other is independent of it. Another variable divides the same total differently. For $q=\ln R$ one has $d^2a/dq^2=R^2a''+Ra'$ and $\langle(q-q_e)^2\rangle\simeq\langle x^2\rangle_0/R_e^2$, so the curvature term becomes $\tfrac12(a''+a'/R_e)\langle x^2\rangle_0=0.065$ a.u., $28\%$ of the leading rise instead of $10\%$. Even in $R$, the division beyond leading order is a convention, because $\langle x^2\rangle$ itself contains anharmonicity. Its actual value is $12\%$ above the harmonic one.

A different convention shows how much this matters. Average the same curve $a(R)$ in the purely harmonic well: the rise is $0.0223$ a.u. Call this the curvature part and everything else anharmonic. The anharmonic part is then $0.2312-0.0223=0.2089$ a.u., against $0.2081$ above. Both conventions in $R$ assign about $90\%$ of the rise to anharmonicity. This calculation also shows what the tempting solution computed: the leading-order answer for a purely harmonic bond, which does not lengthen.

The leading formula~\eqref{eq:leading} misses only $1.4\%$ of the full rise, which is better than the $12\%$ change in $\langle x^2\rangle$ would suggest. Equation~\eqref{eq:balance} shows why. Using the actual $\langle x^2\rangle$ in $-(g/2k)\langle x^2\rangle$ raises the estimated displacement from $0.0471$ to $0.0529$. Since the mean force vanishes, the terms beyond $x^2$ in $V'$ must bring it back to $0.0477$. The $x^3$ and $x^4$ terms of $V'$ both enter this balance at order $\varepsilon^4$. Taken together, all terms beyond $x^2$ cancel most of the growth of $\langle x^2\rangle$, so the anharmonic part exceeds its leading value by only $0.2081-0.2054=0.0027$ a.u. A second cancellation occurs in Eq.~\eqref{eq:split}: the curvature part grows by $0.0253-0.0225=0.0028$ a.u., while the cubic and quartic terms contribute $-0.0023$ a.u. Together these leave a miss of about $0.003$ a.u. The size of such cancellations depends on the higher derivatives of $V$ and $a$, so the same accuracy is not guaranteed for another molecule.

For heavier nuclei on the same curves, the rise falls as $\mu^{-1/2}$ at leading order, because $\mu\omega=\sqrt{k\mu}$. The relative error of Eq.~\eqref{eq:leading} is of order $\varepsilon^2$, which also scales as $\mu^{-1/2}$. Multiplying $\mu$ by 100 should reduce it tenfold, and the computed error falls from $1.4\%$ to $0.14\%$. In the opposite direction, lighter nuclei or an excited vibration spread the density over a wider range, the neglected Taylor terms of $V$ and $a$ grow, and the average over the full curve is the safer route. For $J>0$ there is also a centrifugal force in Eq.~\eqref{eq:force}, which stretches the bond further, and the response depends on the orientation of the rotational state.

The numerical check compares the polarizabilities with finite-field energies, repeats the vibrational average with a second discretization, and tests the zero mean force, the harmonic-well average and the heavy-mass limit.

\section*{Calculated quantities}
\begin{verbatim}
diffuse p exponent            0.02681 a0^-2
bond-length range             0.6 to 2.8 a0
number of bond lengths        14
nuclear reduced mass mu       918.076 m_e
equilibrium length Re         1.40403 a0
energy V(Re)                  -1.172643 Eh
k = V''(Re)                   0.36933 Eh/a0^2
g = V'''(Re)                  -1.28042 Eh/a0^3
harmonic frequency omega      0.020057 a.u.
v=0 energy above minimum      0.009923 Eh
a_par(Re)                     6.4344 a.u.
a_perp(Re)                    4.6097 a.u.
finite-field a_par(Re)        6.4358 a.u.
finite-field a_perp(Re)       4.6105 a.u.
mean a at R = 1.4 a0          5.2004 a.u.
mean a(Re)                    5.2179 a.u.
a'(Re)                        4.3635 a.u./a0
a''(Re)                       1.6602 a.u./a0^2
a'''(Re)                      -2.226 a.u./a0^3
a''''(Re)                     -3.194 a.u./a0^4
<x>, v=0                      0.04769 a0
<R>, v=0                      1.45172 a0
<x^2>, v=0                    0.030522 a0^2
<x^3>, v=0                    0.005054 a0^3
<x^4>, v=0                    0.003003 a0^4
-(g/2k)<x^2>, actual <x^2>    0.05291 a0
mean force, v=0               -3.0e-08 Eh/a0
<a_par>, v=0                  6.8112 a.u.
<a_perp>, v=0                 4.7681 a.u.
<a>, v=0                      5.4491 a.u.
<a>, second discretization    5.4491 a.u.
total rise                    0.2312 a.u.
anharmonic part a'<x>         0.2081 a.u.
curvature part a''<x^2>/2     0.0253 a.u.
remainder                     -0.0023 a.u.
cubic term a'''<x^3>/6        -0.00188 a.u.
quartic term a''''<x^4>/24    -0.00040 a.u.
anharmonic share of rise      90.0 %
curvature share of rise       11.0 %
leading <x^2>                 0.027154 a0^2
leading <x>                   0.04707 a0
leading anharmonic part       0.2054 a.u.
leading curvature part        0.0225 a.u.
leading total rise            0.2279 a.u.
rise missed by leading order  1.40 %
same, mass times 100          0.14 %
rise in harmonic well         0.0223 a.u.
mean a(Re), converted         0.7732 angstrom^3
<a>, v=0, converted           0.8075 angstrom^3
\end{verbatim}
